# Constant-Field Oxide Growth up to the Mott Potential

In the ideal example treated here, with thermal rounding left out, an oxide film grows from 1.20 to 1.99 nm in 38 s at a steady 0.0208 nm/s. The next 0.51 nm takes another 155 s, and at 2.5 nm the rate has fallen to 5.7% of its earlier value. Temperature, gas supply and injection barrier are held fixed. The change comes from the charge on the outer surface: at first it is limited by the number of adsorbed oxygen atoms, later by the voltage across the film.

## Field and surface charge

Let the metal surface be at $x=0$ and the oxide–gas surface at $x=X$. The oxide has permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. Adsorbed oxygen carries charge $-\sigma$ per area, and the metal carries $+\sigma$. Both layers are taken as laterally smooth, with no charge inside the film. The whole system is neutral, so the field outside vanishes. Gauss's law then gives a field along $+x$ of magnitude

$$
E=\frac{\sigma}{\varepsilon},\qquad V=EX=\frac{\sigma X}{\varepsilon}. \tag{1}
$$

Here $V$ is the positive voltage magnitude. An electron's energy at the outer surface is raised by $eV$, while positive metal ions are driven outward.

Let $n_s$ be the fixed areal density of adsorbed oxygen, replenished by the gas as oxide forms. Each atom can accept one electron. At zero film voltage its empty level lies $eV_M$ below the metal's Fermi level, which defines the Mott potential $V_M$. Electrons are assumed to equilibrate much faster than the film grows.

Transferring a further charge $d\sigma$ costs electrostatic work $V\,d\sigma$ and gains $V_M\,d\sigma$. Integrating from zero charge gives the free energy per area, without thermal entropy:

$$
F(\sigma)=\int_0^\sigma\left(\frac{\sigma' X}{\varepsilon}-V_M\right)d\sigma'
=\frac{\sigma^2X}{2\varepsilon}-\sigma V_M,
\qquad 0\leq\sigma\leq en_s. \tag{2}
$$

Its derivative is $dF/d\sigma=\sigma X/\varepsilon-V_M$, and its second derivative $X/\varepsilon$ is positive. The unconstrained minimum is therefore $\sigma=\varepsilon V_M/X$. If this exceeds $en_s$, $F$ still decreases at the upper limit, and every available atom is ionized. Hence

$$
\sigma=\min\left(en_s,\frac{\varepsilon V_M}{X}\right),\qquad
X^*=\frac{\varepsilon V_M}{en_s}. \tag{3}
$$

With (1), the field is

$$
E=
\begin{cases}
E_s=en_s/\varepsilon, & X\leq X^*,\\
V_M/X, & X\geq X^*.
\end{cases} \tag{4}
$$

Below $X^*$ the voltage rises in proportion to thickness. Above it the voltage stays at $V_M$, and the surface gives up part of its charge as the film thickens.

## Why constant field gives linear growth

Suppose that growth is limited by metal ions entering the oxide. An ion of charge $ze$ must cross a barrier $W$ whose top lies a distance $a$ from its starting site. The field does work $zeaE$ over that distance. To first order in the field the barrier becomes $W-zeaE$. With $N$ injection sites per area, attempt frequency $\nu$, and oxide volume $\Omega$ per metal ion,

$$
\frac{dX}{dt}=N\Omega\nu
\exp\left[-\frac{W-zeaE}{kT}\right]. \tag{5}
$$

For $X<X^*$, equation (4) makes the right side constant. Integration from the initial thickness $X_0$ gives

$$
X=X_0+Rt,\qquad
R=N\Omega\nu\exp\left[-\frac{W-zeaE_s}{kT}\right],\qquad
t^*=\frac{X^*-X_0}{R}. \tag{6}
$$

Linearity needs only a rate that depends on thickness through the field alone; the exponential form sets the value of $R$. If $X_0\geq X^*$, there is no linear stage.

Equation (5) omits return hops. Consider a long row of equal barriers and define $\eta=zeaE_s/kT$. Forward and backward hop rates are proportional to $e^\eta$ and $e^{-\eta}$. Let $r$ be the probability that an ion in the first oxide well eventually returns to the metal. It either hops back at once, or hops forward and must then return through two wells:

$$
r=\frac{e^{-\eta}+e^\eta r^2}{e^\eta+e^{-\eta}}. \tag{7}
$$

Multiplying out gives $(r-1)(e^\eta r-e^{-\eta})=0$. The solution that describes escape down the field is $r=e^{-2\eta}$, so the net injection rate is multiplied by $1-e^{-2\eta}$.

## Growth after the Mott potential is reached

For $X>X^*$, insert $E=V_M/X$ into (5) and define

$$
b=\frac{zeaV_M}{kT},\qquad
u=N\Omega\nu e^{-W/kT},\qquad
\frac{dX}{dt}=u e^{b/X}. \tag{8}
$$

Separating variables leaves the integral of $e^{-b/X}$. Integration by parts gives

$$
\int e^{-b/X}dX
=Xe^{-b/X}-b\int\frac{e^{-b/X}}{X}dX. \tag{9}
$$

In the last integral put $s=b/X$, so that $dX/X=-ds/s$. Taken from zero thickness to $X$, it becomes $\int_{b/X}^{\infty}e^{-s}ds/s=E_1(b/X)$, the exponential integral. Therefore

$$
t-t^*=\frac{G(X)-G(X^*)}{u},\qquad
G(X)=Xe^{-b/X}-bE_1(b/X). \tag{10}
$$

For $b/X\gg1$, $E_1(s)\simeq e^{-s}(1/s-1/s^2)$ gives $G(X)\simeq X^2e^{-b/X}/b$. Once $G(X)\gg G(X^*)$, taking the logarithm of (10) yields

$$
\frac1X\simeq\frac1b\ln\left[\frac{X^2}{bu(t-t^*)}\right]. \tag{11}
$$

Apart from the slowly varying $X^2$ inside the logarithm, this is inverse-logarithmic growth. It is a leading-order form: in the example below, between 2.5 and 3.5 nm it overstates $t-t^*$ by about 20% and understates the thickness by 0.04 to 0.07 nm.

The rate is continuous at $X^*$, because both fields in (4) equal $E_s$ there. Its slope is not. Differentiating $\ln(dX/dt)=\ln u+b/X$ gives $-b/X^2$ just above $X^*$, against zero just below. Since $b/X^*=\eta$, the logarithmic slope starts at $-\eta/X^*$. In this ideal model a large $\eta$ therefore makes the end of linear growth abrupt. It also amplifies the thermal rounding treated below, which starts the decline before $X^*$.

## Numerical example

The inputs are $\varepsilon_r=9$, $V_M=1.60$ V, $n_s=4.0\times10^{13}$ cm$^{-2}$, $T=300$ K, $z=3$, $a=0.15$ nm and $W=1.20$ eV. Also, $N=1.0\times10^{15}$ cm$^{-2}$, $\Omega=0.025$ nm$^3$ and $\nu=1.0\times10^{13}$ s$^{-1}$. Growth starts on an existing film with $X_0=1.20$ nm.

The saturated charge is $en_s=6.41$ µC/cm$^2$, and (4) gives $E_s=8.04$ MV/cm. Since 1 MV/cm is 0.1 V/nm,

$$
X^*=\frac{1.60\ \mathrm V}{0.804\ \mathrm{V/nm}}
=1.99\ \mathrm{nm}=37.6\ \mathrm{bohr}. \tag{12}
$$

The field lowers the barrier by $3(0.15)(0.804)=0.362$ eV, leaving 0.838 eV. With $kT=0.02585$ eV, $\eta=14.0$. Since $N\Omega=0.25$ nm,

$$
R=(0.25)(10^{13})e^{-0.8381/0.02585}
=0.0208\ \mathrm{nm/s},\qquad
t^*=\frac{1.989-1.20}{0.0208}=38\ \mathrm s. \tag{13}
$$

The return correction $e^{-2\eta}$ is $7\times10^{-13}$, negligible here.

After $X^*$, $b=27.9$ nm. The rate falls to $R/e$ when $b/X=\eta-1$, at 2.14 nm, or 0.15 nm beyond the transition. Equation (10) puts the film at 2.5 nm after 193 s in total.

As a test, (5) was integrated numerically with the charge found by direct minimization of (2). At $0.3t^*$ and $0.7t^*$ the thickness agreed with (6) to within $10^{-5}$ nm. At $3t^*$ and $10t^*$ the elapsed time agreed with (10) to within 0.1%.

Saturation also slows the early growth. If enough oxygen were available to hold the voltage at $V_M$ from the start, the field at 1.20 nm would be $V_M/X_0$. With all other inputs fixed, (5) would give an initial rate $e^{b/X_0-\eta}=1.0\times10^4$ times larger. This is only a formal comparison: the field would be 13 MV/cm, above the rough breakdown field of 10 MV/cm used below, and the linear barrier lowering in (5) overstates the ratio.

## Thermal rounding of the transition

At finite temperature a fraction $\theta$ of the adsorbed atoms is ionized, and $\sigma=\theta en_s$. Adding the entropy of distributing the ionized atoms to (2) gives

$$
\frac{F}{n_s}=\frac{e\theta^2E_sX}{2}-e\theta V_M
+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)]. \tag{14}
$$

Setting the derivative with respect to $\theta$ to zero yields

$$
\theta E_sX=V_M-\frac{kT}{e}\ln\frac{\theta}{1-\theta}. \tag{15}
$$

Any difference in degeneracy between the two charge states adds a constant proportional to $kT$, absorbed here in $V_M$. Well below $X^*$, $\theta$ is close to one and $1-\theta\simeq\exp[-e(V_M-E_sX)/kT]$: departures from saturation are exponentially small.

At $X^*$, however, (15) gives $\theta=0.952$. The 4.8% loss of field changes the rate by $e^{-14.0(0.048)}=0.51$. The rate is already 10% below $R$ at 1.85 nm. Thermal rounding lengthens the time to $X^*$ from 38 to 41 s, a change of 9%, against a 49% loss in the local rate at $X^*$. The loss of field continues beyond $X^*$, so the later times given above are also lengthened: the film reaches 2.5 nm after about 254 s instead of 193 s.

## What limits the constant-field model

**Metal screening.** The metal also takes up voltage. In Thomas–Fermi theory the electron density changes by $3n e\phi/(2E_F)$ for a small potential $\phi$, where $n$ is the electron density and $E_F$ the Fermi energy. Poisson's equation becomes $\phi''=\phi/\lambda^2$, with $\lambda^2=2\varepsilon_0E_F/(3ne^2)$. The field just inside the metal is $\sigma/\varepsilon_0$ and decays over $\lambda$, so the extra voltage is $\sigma\lambda/\varepsilon_0$. Setting the total voltage equal to $V_M$ gives

$$
X^*_{\mathrm{TF}}=X^*-\varepsilon_r\lambda. \tag{16}
$$

For a rough electron density of $1.8\times10^{23}$ cm$^{-3}$, $\lambda=0.049$ nm. The metal then takes 0.35 V and the transition moves to 1.55 nm. The saturated field and $R$ are unchanged, but the linear stage shortens to $(1.55-1.20)/0.0208\simeq17$ s. Electron spill-out at a real surface can reduce or reverse this shift, so it is an estimate of scale.

**Discrete ions.** The mean ion spacing is 1.58 nm, comparable with the film thickness. For a surface-charge component of lateral wave number $g$, the potential varies as $\sinh gx$ in the oxide and $e^{-g(x-X)}$ outside. Continuity of potential and the jump in displacement at $X$ give its field at the metal, relative to the field of a uniform layer with the same charge amplitude:

$$
H(g)=\frac{1}{\cosh gX+\varepsilon_r^{-1}\sinh gX}. \tag{17}
$$

Short-wavelength variations fade rapidly through the film. For a square array of ions, take the local field at the metal surface as constant over the short hop. Averaging the exponential rate over the surface then multiplies $R$ by 1.10 at 1.20 nm and by 1.0002 at $X^*$. While the layer stays fully charged, the linear law then holds to about 10%. The transition itself moves much more, because an ion does not repel itself. At 1.99 nm the other ions of the array, with their images in the metal, raise an ion's electron level by only about 0.99 eV, against 1.60 eV for a smooth layer. With the same $V_M$, the full layer would last to about 2.8 nm. Equation (3) is therefore a smooth-layer result, and its $X^*$ can be well off when the ion spacing is comparable with the thickness.

Uncorrelated, fixed ions are far less favourable. Their independent contributions add in variance, so Parseval's theorem gives the relative field variance

$$
\left(\frac{\delta E}{E_s}\right)^2_{\mathrm{rms}}
=\frac{1}{2\pi n_s}\int_0^\infty gH^2(g)\,dg. \tag{18}
$$

At $X^*$ the rms variation is 24% of $E_s$, and the rate exponent varies by $14.0(0.245)=3.4$ rms. Because the exponential is convex, the average rate exceeds the rate at the average field, formally by a factor of about $e^{10}$ at $X^*$ and $e^{24}$ at 1.6 nm. These values come from local fields well above $E_s$, where (5) is not reliable. The variance also falls as $X$ grows, so a constant mean field no longer guarantees linear growth. Repulsion makes a real layer more even than this limiting case, but lateral smoothness remains a substantive condition.

**Electron and oxygen supply.** Take a rough 2.0 eV barrier from the metal's Fermi level to the oxide conduction band, and an effective mass $m^*=0.4m_e$. At $X^*$ the surface level is aligned with the Fermi level, and the barrier rises along the film as $\phi_0+eE_sx$. The WKB exponent is

$$
S=\frac{2\sqrt{2m^*}}{\hbar}\int_0^{X^*}\sqrt{\phi_0+eE_sx}\,dx
=\frac{4\sqrt{2m^*}}{3\hbar eE_s}
\left[(\phi_0+eV_M)^{3/2}-\phi_0^{3/2}\right]. \tag{19}
$$

This gives $S=21.5$. With an assumed attempt rate of $10^{15}$ s$^{-1}$, the supply is $5\times10^5$ electrons per second per surface ion. Growth needs $zR/(\Omega n_s)=6.2$ per second, so fast electron equilibration is reasonable at $X^*$. In this estimate supply and demand meet near 3.5 nm, beyond which (8) should not be used. That thickness is only a scale. It moves to 2.9 nm for a 3 eV barrier, to 4.7 nm for $m^*=0.25m_e$, and to 4.8 nm if the decay constant follows a two-band dispersion in a 7 eV gap.

Each metal ion needs $z/4$ oxygen molecules if the oxide contains O$^{2-}$. The consumption $zR/(4\Omega)$ is $6.2\times10^{13}$ cm$^{-2}$ s$^{-1}$. At $1.0\times10^{-5}$ Torr, the kinetic-theory arrival flux $p/\sqrt{2\pi mkT}$, with $m$ the molecular mass, is $3.6\times10^{15}$ cm$^{-2}$ s$^{-1}$. At least 1.7% of arriving molecules must react to maintain $n_s$.

**Charge in transit.** Equating the injection flux to the hopping flux inside the film gives an ion density $N\exp[-(W-W_i)/kT]$ per well layer, where $W_i$ is the inner barrier and $a$ and $\nu$ are unchanged. There are $X^*/(2a)$ such layers. Keeping their total charge below 1% of $en_s$ requires $W-W_i\geq0.28$ eV. This charge weakens the field at the metal by the same fraction, so with $\eta=14$ a 1% charge still lowers the rate by 13% at $X^*$. Holding the rate within 1% of $R$ needs about 0.35 eV.

**Strong-field effects.** For a cosine barrier, the work $zeaE$ overstates the lowering because the field also moves the well and the barrier top towards each other. With $f=2zeaE/(\pi W)$, the extrema satisfy $\sin(\pi x/a)=f$, and the energy difference between them is

$$
W_{\mathrm{eff}}=W\left(\sqrt{1-f^2}+f\arcsin f\right)-zeaE. \tag{20}
$$

This multiplies $R$ by 0.42. Below $X^*$ the factor is constant and growth stays linear, though slower. The field is also 0.80 of a rough 10 MV/cm breakdown field. An electron can gain at most 1.6 eV from the film voltage, well below a rough 7 eV gap, which argues against impact ionization but not against other forms of breakdown.

## Relation to aluminium oxidation

The permittivity, voltage, field and thickness lie in the rough range associated with thin oxide on aluminium near room temperature. The injection barrier and attempt frequency are round choices, so the 38 s duration is not a prediction for aluminium. A real surface need not keep $n_s$ fixed as pressure, structure and coverage change. With the other inputs held fixed, a 10% increase in $n_s$ raises the rate by $e^{1.4}\simeq4$ and reduces $X^*$ by 9%. Warming by 10 K at fixed $n_s$ and $V_M$ multiplies $R$ by 2.8 but leaves the ideal $X^*$ unchanged. A measured transition thickness therefore constrains the ratio $\varepsilon V_M/n_s$ more directly than a measured rate does, provided that metal screening and lateral charge variations are accounted for. The numerical output lists the inputs and most of the results.

## Computed results

```
relative permittivity: 9.0
Mott potential: 1.60 V
adsorbed oxygen density: 4.00e+13 cm^-2
temperature: 300 K
thermal energy: 0.02585 eV
metal-ion charge number: 3
half-jump distance: 0.15 nm
injection barrier W: 1.20 eV
injection-site density: 1.0e+15 cm^-2
oxide volume per metal ion: 0.025 nm^3
ion attempt frequency: 1.0e+13 s^-1
starting thickness: 1.20 nm
saturated charge: 6.409 uC/cm2
saturated field: 8.042 MV/cm
voltage at start: 0.965 V
transition thickness X*: 1.989 nm
transition thickness X*: 37.60 bohr
field lowering of barrier: 0.3619 eV
lowering / thermal energy: 13.999
remaining barrier: 0.8381 eV
linear growth rate: 0.02082 nm/s
ideal time to X*: 37.92 s
length b after X*: 27.851 nm
thickness where rate is R/e: 2.143 nm
ideal time to 2.5 nm: 192.9 s
rate ratio at 2.5 nm: 0.05734
unsaturated/saturated rate at start: 9.997e+03
thermal ionized fraction at X*: 0.9518
thermal rate / R at X*: 0.5093
thickness at 10% thermal rate loss: 1.846 nm
time to X* with thermal smearing: 41.22 s
return-hop correction: 6.93e-13
cosine-barrier rate factor: 0.4239
rough metal electron density: 1.80e+23 cm^-3
Thomas-Fermi length: 0.0488 nm
voltage lost in metal: 0.353 V
X* with metal screening: 1.550 nm
mean ion spacing: 1.581 nm
ordered-ion rate factor at start: 1.1028
ordered-ion rate factor at X*: 1.0002
random-ion rms field variation at X*: 24.5 %
random-ion rms spread of rate exponent: 3.42
rough electron barrier: 2.0 eV
rough electron mass: 0.4 m_e
rough electron attempt rate: 1.0e+15 s^-1
tunnel exponent at X*: 21.50
electron supply per ion at X*: 4.60e+05 s^-1
electron demand per ion at X*: 6.25 s^-1
tunnelling supply limit: 3.54 nm
oxygen pressure: 1.0e-05 Torr
O2 arrival flux: 3.59e+15 cm^-2 s^-1
O2 consumption: 6.25e+13 cm^-2 s^-1
required reaction probability: 0.0174
W minus inner barrier for 1% transit charge: 0.280 eV
rough breakdown field: 10.0 MV/cm
field / rough breakdown field: 0.804
rough oxide band gap: 7.0 eV
maximum electron energy gain / gap: 0.229
rate factor for 10 K warming: 2.846
```
